# Valley Repopulation, Shear Strain and Donor Spin Relaxation in Silicon

**Question.** A phonon strains the crystal around a shallow donor in silicon. The strain shifts electron weight between the conduction-band valleys, and it also changes the g tensor within each valley. Why does the first effect fail to relax the spin when the magnetic field lies along a cubic axis, while the second still relaxes it, and how long does the spin then live?

**Answer.**

## Only a sideways change of field flips a spin

Let \(\mathbf B=B\mathbf n\), with \(\mathbf n\) a unit vector, and write the Zeeman energy as \(H=\mu_B\,\mathbf B\cdot g\cdot\mathbf S\), with \(\mathbf S\) dimensionless. The unstrained donor has an orbital singlet ground state, A1, with equal weight in all six valleys. Its g tensor is therefore isotropic and the spin is quantized along \(\mathbf n\).

A strain \(\varepsilon\) adds \(\mu_B B\,\mathbf w\cdot\mathbf S\), with \(\mathbf w=\delta g\,\mathbf n\) for the symmetric \(\delta g\) found below. The part of \(\mathbf w\) along \(\mathbf n\) changes the spin splitting. A perpendicular part of length \(t\) multiplies a transverse spin component, whose matrix element between the two spin states has magnitude 1/2. Hence

\[
|M|^2=\frac{(\mu_B B)^2}{4}\,t^2,\qquad t^2=|\delta g\,\mathbf n|^2-(\mathbf n\cdot\delta g\,\mathbf n)^2 .
\]

The question is thus whether \(\delta g\) can turn a vector that lies on a cubic axis.

## Repopulation cannot turn a field that lies on a cubic axis

The valleys lie on the cubic axes. Apart from a common shift, strain moves valley \(j\) by \(\Xi_u\varepsilon_{jj}\), where \(\varepsilon_{jj}\) is the strain along that valley's axis. Shear does not enter at this order.

The ground state has amplitude \(1/\sqrt6\) in each valley. Acting on it, the strain energy gives the amplitudes \(\Xi_u\varepsilon_{jj}/\sqrt6\). Removing their mean leaves \(\Xi_u e_j/\sqrt6\), with \(e_j=\varepsilon_{jj}-\mathrm{Tr}\,\varepsilon/3\). This remainder is equal on opposite valleys and sums to zero, so it belongs to the E doublet, a gap \(\Delta\) above A1. The energy denominator is \(-\Delta\), and to first order the amplitudes \(a_j\) and weights \(p_j\) are

\[
a_j=\frac1{\sqrt6}\left(1-\frac{\Xi_u e_j}{\Delta}\right),\qquad
p_j=a_j^2=\frac16\left(1-\frac{2\Xi_u e_j}{\Delta}\right).
\]

Each valley has the value \(g_\parallel\) along its axis and \(g_\perp\) across it. I neglect Zeeman matrix elements between valleys. The weighted sum, with two valleys per axis, changes by

\[
\delta g_{ii}=2\,\delta p_i\,(g_\parallel-g_\perp)=\beta e_i,\qquad
\beta=-\frac{2\Xi_u(g_\parallel-g_\perp)}{3\Delta},
\]

with no off-diagonal elements. For \(\mathbf n=\hat z\), \(\delta g\,\mathbf n=\beta e_z\hat z\) is parallel to the field, so \(t=0\).

Strain energy does not act on spin, so it may seem odd that it can flip one for other field directions. It can because the Zeeman term mixes A1 with E states of opposite spin. Let \(Z\) be that mixing element and \(V_s\) the strain element between A1 and E. The upper spin state mixes across a gap \(\Delta-\hbar\omega\) and the lower across \(\Delta+\hbar\omega\), where \(\hbar\omega\) is the spin splitting. The two contributions add:

\[
-\frac{V_sZ}{\Delta-\hbar\omega}-\frac{V_sZ}{\Delta+\hbar\omega}
=-\frac{2V_sZ\Delta}{\Delta^2-(\hbar\omega)^2}.
\]

For \(\hbar\omega\ll\Delta\) this is the g-tensor result. With the field on a cubic axis, every valley's Zeeman term contains only the spin component along that axis. Then \(Z=0\), and the route closes.

For strain that is uniform over the donor, symmetry protects this zero beyond the valley model. Uniform diagonal strain preserves the donor's twofold rotations about \(x\), \(y\) and \(z\). A half-turn about \(z\) reverses \(g_{xz}\) and \(g_{yz}\), so both must vanish; a half-turn about \(x\) removes \(g_{xy}\) likewise. Diagonal strain may also alter the g tensors inside the valleys, but \(\delta g\) stays diagonal, so a field on a cubic axis is still not turned. A strain gradient is not covered by this argument. The donor's symmetry allows, for example, a \(g_{xy}\) proportional to \(\partial_z\varepsilon_{zz}\). Such terms are small when the phonon wavelength is long compared with the donor radius, as assumed below.

## Why shear turns the field

A shear \(\varepsilon_{xy}\) breaks the half-turns about \(x\) and \(y\), so \(g_{xy}\) becomes allowed. A small model of the \(z\) valley shows one way it can arise.

Take the conduction state \(c\) (Δ1), a state \(d\) (Δ2′) at energy \(E_d\) above it, and a pair \(X,Y\) (Δ5) at \(E_v\) below it. Under the valley's symmetry operations \(d\) behaves as \(xy\), and \(X,Y\) behave as \(x,y\). A local angular momentum \(\mathbf L\) stands for the orbital moment. Mirror symmetry and the fourfold operation leave these transverse elements:

\[
\langle c|L_x|Y\rangle=-\langle c|L_y|X\rangle=i\kappa,\qquad
\langle d|L_x|X\rangle=-\langle d|L_y|Y\rangle=i\kappa' .
\]

Without shear, \(L_x\) links \(c\) to \(Y\) and \(L_y\) links it to \(X\). No intermediate state is shared, and \(g_{xy}=0\). Shear couples \(c\) and \(d\) by \(V\propto\varepsilon_{xy}\), so the conduction state becomes \(\psi=c+\eta d\) with \(\eta=-V/E_d\). Both intermediate states are now shared:

\[
\sum_{m=X,Y}\langle\psi|L_x|m\rangle\langle m|L_y|\psi\rangle
=(i\eta\kappa')(i\kappa)+(i\kappa)(i\eta\kappa')=-2\eta\kappa\kappa' .
\]

The spin-orbit term \(\lambda\mathbf L\cdot\mathbf S\) and the orbital Zeeman term \(\mu_B\mathbf L\cdot\mathbf B\) combine in second-order perturbation theory. Their two orderings give a factor 2:

\[
\delta g_{xy}=-2\lambda\sum_m\frac{\mathrm{Re}\,\langle\psi|L_x|m\rangle\langle m|L_y|\psi\rangle}{E_m-E_c}
=\frac{4\lambda V\kappa\kappa'}{E_vE_d},
\]

where \(E_m-E_c=-E_v\) was used. With \(\lambda=1\) meV, \(V=10\) meV, \(E_v=4\) eV, \(E_d=0.5\) eV, \(\kappa=1\) and \(\kappa'=0.8\), the formula gives \(1.600\times10^{-5}\). Diagonalizing the model gives \(1.599\times10^{-5}\). These inputs illustrate the mechanism and do not predict silicon's coefficient.

The \(x\) and \(y\) valleys may also respond to \(\varepsilon_{xy}\), with coefficients of their own. The donor averages over all six valleys, and its symmetry allows the sum to be nonzero:

\[
\delta g_{ij}=A\varepsilon_{ij}\quad(i\ne j).
\]

Here \(A\) is the donor's averaged coefficient. For a field along \(z\), \(\delta g\,\mathbf n\) now contains \(A(\varepsilon_{xz},\varepsilon_{yz},0)\), which is perpendicular to the field and flips the spin.

## From strain to a relaxation rate

Assume an elastically isotropic crystal of density \(\rho\), with sound speeds \(v_l\) and \(v_t\), and a phonon wavelength much longer than the donor radius. A mode with unit polarization \(\mathbf u\) and direction \(\hat{\mathbf q}\) has the strain pattern \(E_{ij}=(u_i\hat q_j+u_j\hat q_i)/2\). In a volume \(\mathcal V\), its squared strain amplitude for emission is \((\omega^2/v^2)\,\hbar(N+1)/(2\rho\mathcal V\omega)\), where \(N\) is the phonon occupation. The density of modes in angular frequency is \(\mathcal V\omega^2/(2\pi^2v^3)\) per polarization. The golden rule gives, for one polarization,

\[
W_\downarrow=\frac{2\pi}{\hbar}\,\frac{(\mu_BB)^2\langle t^2\rangle}{4}\,
\frac{\omega^2}{v^2}\,\frac{\hbar(N+1)}{2\rho\mathcal V\omega}\,
\frac{\mathcal V\omega^2}{2\pi^2v^3\hbar}
=\frac{\omega^3(\mu_BB)^2}{8\pi\hbar\rho v^5}\langle t^2\rangle(N+1),
\]

where \(t\) is evaluated for the pattern \(E\). Absorption has \(N\) in place of \(N+1\). The population difference decays at the sum of the two rates, which contains \(2N+1=\coth(\hbar\omega/2k_BT)\).

The direction averages follow from \(\langle\hat q_x^2\rangle=1/3\), \(\langle\hat q_x^4\rangle=1/5\) and \(\langle\hat q_x^2\hat q_y^2\rangle=1/15\).

- Longitudinal waves have \(E_{ij}=\hat q_i\hat q_j\). Thus \(\langle E_{xy}^2\rangle=1/15\). The traceless diagonal parts have \(\langle e_x^2\rangle=1/5-1/9=4/45\) and \(\langle e_xe_y\rangle=1/15-1/9=-2/45\), so \(\langle e_ie_j\rangle=\frac2{15}(\delta_{ij}-\frac13)\).
- For the two transverse waves together, \(\sum u_iu_j=\delta_{ij}-\hat q_i\hat q_j\). Then \(\sum E_{xy}^2=\frac14(\hat q_x^2+\hat q_y^2-4\hat q_x^2\hat q_y^2)\), with average 1/10. Also \(\langle e_x^2\rangle=1/3-1/5=2/15\) and \(\langle e_xe_y\rangle=-1/15\), so \(\langle e_ie_j\rangle=\frac15(\delta_{ij}-\frac13)\).

Weighting by \(v^{-5}\) and adding gives \(K(\delta_{ij}-\frac13)\) for the diagonal strains and \(K/2\) for each squared shear, with

\[
K=\frac{2}{15v_l^5}+\frac{1}{5v_t^5}.
\]

Averages of a shear with a diagonal strain, or with a different shear, vanish because a half-turn about some cubic axis reverses their sign. The two mechanisms therefore add without interference.

Let \(C=\sum_i n_i^4\). For repopulation, the weighted average of \(t^2\) is

\[
\beta^2K\left[\sum_i\tfrac23n_i^2-\sum_{ij}n_i^2n_j^2(\delta_{ij}-\tfrac13)\right]
=\beta^2K\left[\tfrac23-(C-\tfrac13)\right]=\beta^2K(1-C).
\]

For shear, \(|\delta g\,\mathbf n|^2\) averages to \(A^2\frac K2\sum_i(1-n_i^2)=A^2K\). The squared longitudinal part averages to \(4A^2\frac K2\sum_{i<j}n_i^2n_j^2=A^2K(1-C)\). The difference is \(A^2KC\), and therefore

\[
\boxed{\frac1{T_1}=\frac{\omega^3(\mu_BB)^2K}{8\pi\hbar\rho}
\left[\beta^2(1-C)+A^2C\right]\coth\frac{\hbar\omega}{2k_BT}}
\]

On a cubic axis \(C=1\): repopulation vanishes and shear is at its strongest. Along [111], \(C\) has its smallest value, 1/3: repopulation is at its strongest and shear at its weakest. If \(\beta^2=A^2\), the total does not depend on direction. Since \(\omega\propto B\), the rate grows as \(B^5\) for \(k_BT\ll\hbar\omega\) and as \(B^4T\) for \(k_BT\gg\hbar\omega\).

## Numbers for a donor in silicon

Take rough values in the regime of phosphorus in silicon: \(\Xi_u=9\) eV, \(\Delta=13\) meV, \(g_\parallel-g_\perp=0.001\), mean \(g=1.998\) and \(A=0.4\). Then

\[
\beta=-\frac{2(9)(0.001)}{3(0.013)}=-0.46 .
\]

At \(B=1.5\) T along [001], compare two strains of \(10^{-5}\). A stretch \(\varepsilon_{zz}\) has \(e_z=\frac23\times10^{-5}\), and repopulation changes the effective field by \(\beta e_zB/g=-2.3\) μT along \(z\). A shear \(\varepsilon_{xz}\) adds \(A\varepsilon_{xz}B/g=3.0\) μT along \(x\). The sizes are similar, but only the second is a torque.

The spin frequency is 41.95 GHz, so \(\omega=2.636\times10^{11}\) s⁻¹, and \(\mu_BB=1.391\times10^{-23}\) J. With \(\rho=2330\) kg/m³, \(v_l=9011\) m/s and \(v_t=5418\) m/s, \(K=4.508\times10^{-20}\) s⁵/m⁵, of which transverse waves supply 95%. At 0.1 K the thermal factor is 1. On [001],

\[
\frac1{T_1}=\frac{(2.636\times10^{11})^3(1.391\times10^{-23})^2(4.508\times10^{-20})(0.4)^2}
{8\pi(1.055\times10^{-34})(2330)}\ \mathrm{s^{-1}}
=4.1\times10^{-3}\ \mathrm{s^{-1}},
\]

or \(T_1\approx240\) s. The other directions, at the same field and temperature, are:

| Field | Repopulation (10⁻³ s⁻¹) | Shear (10⁻³ s⁻¹) | \(T_1\) (s) |
|---|---:|---:|---:|
| [001] | 0 | 4.1 | 240 |
| [110] | 2.8 | 2.1 | 210 |
| [111] | 3.7 | 1.4 | 200 |

With isotropic elasticity the total varies little because \(\beta^2\) and \(A^2\) are close. For a tilt \(\theta\) from [001] toward [110], \(1-C=2\sin^2\theta-\frac32\sin^4\theta\). Repopulation thus returns quadratically: it supplies 2% of the rate at 5° and equals shear at 31°.

## Where the zero and the number give way

Hyperfine coupling \(a\) reopens the closed channel slightly. It mixes electron-up, nucleus-down with the reverse state by \(\zeta=a/(2h\nu)\), where \(\nu\) is the spin frequency. For \(a/h=120\) MHz, \(\zeta=1.43\times10^{-3}\). The operator \(S_z\) then has an element of magnitude \(\zeta\) between the mixed states, so a longitudinal change of \(g\) can flip electron and nucleus together. Relative to the shear rate this leak is \(4\zeta^2(\frac23\beta^2)/A^2=7\times10^{-6}\). Strain also changes \(a\) itself, which can flip electron and nucleus together without this small mixing. That separate channel is not included here. In the six-valley model \(a\) changes only at second order in strain, but symmetry allows a linear term \(\delta a/a=(\gamma/3)\,\mathrm{Tr}\,\varepsilon\). Such a term equals the leak already at \(\gamma\approx0.9\) and grows as \(\gamma^2\), so it can be much larger than the leak.

Elastic anisotropy changes the rates far more than the \(7\times10^{-6}\) leak does. With \(c_{11},c_{12},c_{44}=166,64,80\) GPa, the shear rate is multiplied by 0.83 and the repopulation rate by 1.55. Cubic symmetry preserves both angular factors, so these multipliers apply for every field direction. \(T_1\) becomes about 290 s on [001] and 150 s on [111], and the weak dependence on direction becomes a factor of two. For a donor radius of 2 nm, the finite phonon wavelength lowers the rate by about 1%. The lowest excited valley level, the T2 triplet at about 12 meV, lies about \(1400\,k_BT\) above the ground state, so its thermal population is negligible.

The chosen parameters are ordinary for phosphorus donors, but a gated device need not satisfy the assumption of an unstrained, isolated donor. A static \(\varepsilon_{zz}=10^{-5}\) lowers each \(z\)-valley weight from 0.1667 to 0.1651, about 1%. At \(10^{-3}\) the first-order estimate gives a drop of 92%, against 60% from diagonalizing the six-valley model, and \(\beta\) would have to be recalculated. Single donors in devices can have \(T_1\) of roughly seconds at such fields, tens to hundreds of times shorter than found here. The model omits electric noise, nearby electron reservoirs, coupling between donors and two-phonon processes, and it cannot assign that difference among them. Its zero on a cubic axis closes one relaxation channel and does not promise an unlimited spin lifetime.

## Calculated quantities

```
field 1.5 T, temperature 0.1 K
Xi_u 9.0 eV, A1-E gap 13.0 meV, A1-T2 gap 12.0 meV
g_par 1.999, g_perp 1.998, donor mean g 1.99833
repopulation coefficient beta -0.4615; shear coefficient A 0.4
density 2330 kg/m^3; c11, c12, c44 = 166, 64, 80 GPa
sound speeds v_l 9011 m/s, v_t 5418 m/s
K 4.5077e-20 s^5/m^5; transverse part 0.9502
spin frequency 41.954 GHz; Zeeman energy 0.1735 meV
thermal factor coth 1.000000
flip element per unit strain, n=(1,2,3): diagonalized 5.3941 ueV
  same from formula 5.3931 ueV; on [001] 0.0000 ueV
static strain 1e-05: weight of one z valley 0.165134
  first-order weight 0.165128; unstrained 0.166667
field change for B on [001], components x y z in uT:
  uniaxial eps_zz, repopulation: 0.000 0.000 -2.310
  shear eps_xz, valley g tensor: 3.003 0.000 0.000
linear strain-to-g constants allowed by Td: 3
valley model: E_v 4.0 eV, E_d 0.5 eV, lambda 1.0 meV
  V 10 meV, kappa 1.0, kappa' 0.8
  g_xy diagonalized 1.5994e-05, formula 1.6000e-05
mode sum / formula at 1 K: [001] 1.0025, (1,2,3) 1.0026
[001]: C 1.0000, repopulation 0.000e+00 1/s, shear 4.140e-03 1/s
  total 4.140e-03 1/s, T1 241.6 s
[110]: C 0.5000, repopulation 2.756e-03 1/s, shear 2.070e-03 1/s
  total 4.826e-03 1/s, T1 207.2 s
[111]: C 0.3333, repopulation 3.674e-03 1/s, shear 1.380e-03 1/s
  total 5.054e-03 1/s, T1 197.9 s
tilt toward [110] for equal rates 31.21 deg
repopulation share of total at 5 deg tilt 2.00 %
elastic anisotropy: shear rate on [001] times 0.831
elastic anisotropy: repopulation rate on [111] times 1.545
donor radius 2.0 nm: q*a 0.0973, rate lowered by 0.94 %
hyperfine 120 MHz: mixing amplitude 1.430e-03
  on-axis repopulation leak / shear rate 7.26e-06
lowest excited valley level / kT 1393
```
